\section*{Singlet-to-triplet excitation by electron impact requires exchange}

\section{Definitions and conventions}

An electron, labelled 0, strikes a target with two active electrons, labelled 1 and 2. Atomic units are used in the algebra. All forces are taken to be independent of spin. The Hamiltonian is
\begin{equation}
H=H_T(1,2)-\tfrac12\nabla_0^2+V,\qquad
V=U(r_0)+\frac1{r_{01}}+\frac1{r_{02}},
\end{equation}
where $H_T$ is the target Hamiltonian and $U$ is the potential of the core. The incident and final wave vectors are $\mathbf k_i$ and $\mathbf k_f$, with $\mathbf q=\mathbf k_i-\mathbf k_f$ and $\mathbf K=\mathbf k_i+\mathbf k_f$. With $u$ and $d$ for spin up and down, the pair spin functions are
\begin{align}
S(1,2)&=\frac{u_1d_2-d_1u_2}{\sqrt2},\qquad
T_0(1,2)=\frac{u_1d_2+d_1u_2}{\sqrt2},\\
T_1(1,2)&=u_1u_2,\qquad T_{-1}(1,2)=d_1d_2 .
\end{align}

Plane waves have unit amplitude. For a transition amplitude $T$, the golden rule gives the rate $2\pi|T|^2$ times the density of final states, $k_f\,d\Omega/(2\pi)^3$. Division by the incident flux $k_i$ gives
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{1}{4\pi^2}\frac{k_f}{k_i}\sum|T|^2,
\label{eq:cs}
\end{equation}
summed over final spins and averaged over initial ones.

In a direct amplitude, electron 0 is free before and after the collision. To first order it is $\langle f|V|i\rangle$, and with plane waves this is the direct Born term. An exchange amplitude has a different electron free at the end.

\section{The counter-example}

The example below refutes the claim that an electron cannot excite a singlet target to a triplet state when all forces are independent of spin.

\subsection{One pair of orbitals, two final states}

Let the ground state be the singlet $a(1)a(2)S(1,2)$. One electron is promoted to an orbital $b$ orthogonal to $a$. The possible space functions are
\begin{equation}
\psi_\pm(1,2)=\frac{a(1)b(2)\pm b(1)a(2)}{\sqrt2}.
\end{equation}
The Pauli principle joins $\psi_+$ to $S$, and $\psi_-$ to $T_M$. Take $a$ and $b$ real.

Consider first the space part of the direct Born term. The core term contains $\langle\psi_\pm|aa\rangle$, which is zero because $\langle b|a\rangle=0$. In the $1/r_{01}$ term, electron 2 must remain in $a$, so only the part $\pm b(1)a(2)$ survives. In the $1/r_{02}$ term, only $a(1)b(2)$ survives. The integral over $\mathbf r_0$ is $\int e^{i\mathbf q\cdot\mathbf r_0}/r_{01}\,d^3r_0=(4\pi/q^2)e^{i\mathbf q\cdot\mathbf r_1}$, so
\begin{equation}
D_\pm=\frac{1}{\sqrt2}\frac{4\pi}{q^2}\,(\pm1+1)\,\rho(\mathbf q),\qquad
\rho(\mathbf q)=\int a\,b\,e^{i\mathbf q\cdot\mathbf r}\,d^3r .
\label{eq:direct}
\end{equation}
For the singlet, $D_+=\sqrt2\,(4\pi/q^2)\rho$. For the triplet the contributions of the two target electrons cancel, and $D_-=0$. The spin factor $\langle T_M|S\rangle$ is also zero. Either zero would suffice. The direct Born term therefore excites the singlet and misses the triplet built from the same orbitals.

\subsection{The amplitude for identical electrons}

Let $i$ and $f$ be products of a wave for electron 0 and an antisymmetric target state of 1 and 2. With $P_{mn}$ exchanging two electrons, the operator $\Lambda=\frac13(1-P_{01}-P_{02})$ projects such products onto fully antisymmetric states. The normalized states are $\sqrt3\,\Lambda i$ and $\sqrt3\,\Lambda f$ when the free electron is far away. The evolution operator $W$ commutes with permutations, and $\Lambda$ is a projector, so
\begin{equation}
\langle\sqrt3\Lambda f|W|\sqrt3\Lambda i\rangle
=3\langle\Lambda f|W|i\rangle
=\langle(1-P_{01}-P_{02})f|W|i\rangle .
\label{eq:anti}
\end{equation}
Before the collision $i$ evolves under $H-V$, so the interaction that drives it out of its channel is $V$. To first order, with the exact final state replaced by the unperturbed one, the amplitude is $\langle(1-P_{01}-P_{02})f|V|i\rangle$.

The two exchange terms are equal. Relabelling 1 and 2 changes the sign of $i$, leaves $V$ unchanged, and takes $P_{02}f$ to $P_{01}P_{12}f=-P_{01}f$. The two minus signs cancel. Thus
\begin{equation}
T=\langle f|V|i\rangle-2\langle P_{01}f|V|i\rangle .
\end{equation}
For the triplet the first term is zero.

\subsection{Spin factors}

For an incoming spin up, the exchange term contains
\begin{equation}
c_{mM}=\langle\chi_m(1)\,T_M(0,2)\,|\,u_0\,S(1,2)\rangle .
\end{equation}
Electron 0 must be up in $T_M(0,2)$. For $m=u$, $M=0$, the common component is $u_0u_1d_2$, with coefficient $1/\sqrt2$ on each side, so $c_{u0}=1/2$. For $m=d$, $M=1$, it is $u_0d_1u_2$, so $c_{d1}=-1/\sqrt2$. All other factors vanish. If $G$ is the space integral of the exchange term, then $T=-2c_{mM}G$ and
\begin{equation}
\sum_{m,M}|T|^2=4\left(\frac14+\frac12\right)|G|^2=3|G|^2 .
\end{equation}
An incoming spin down gives the same sum. The outgoing electron has the opposite spin to the incoming one in a fraction $(1/2)/(3/4)=2/3$ of events.

\subsection{Space integral}

The space integral is
\begin{equation}
G=\int\phi_f^*(1)\,\psi_-^*(0,2)\,V\,e^{i\mathbf k_i\cdot\mathbf r_0}\,a(1)a(2).
\end{equation}
A plane wave for $\phi_f$ would overlap $a$. A constant added to $U$ would then change $G$, which is unphysical for a transition between orthogonal states. The final wave is therefore made orthogonal to $a$:
\begin{equation}
\phi_f=e^{i\mathbf k_f\cdot\mathbf r}-a\,\langle a|\mathbf k_f\rangle .
\end{equation}
This is a choice of approximation. It does not affect the direct zero.

Insert $\psi_-(0,2)=[a(0)b(2)-b(0)a(2)]/\sqrt2$. The first part vanishes with $U$ and $1/r_{01}$ because $\langle b|a\rangle=0$ for electron 2, and with $1/r_{02}$ because $\langle\phi_f|a\rangle=0$ for electron 1. The second part vanishes with $U$ and $1/r_{02}$ for the latter reason. What remains is
\begin{equation}
G=-\frac{X}{\sqrt2},\qquad
X=\int\!\!\int\frac{\phi_f^*(1)a(1)\,b(0)e^{i\mathbf k_i\cdot\mathbf r_0}}{r_{01}}\,d^3r_0\,d^3r_1 .
\end{equation}
The incoming electron is captured into $b$ while a bound electron leaves. Equation (\ref{eq:cs}) gives
\begin{equation}
\frac{d\sigma_T}{d\Omega}=\frac{3}{8\pi^2}\frac{k_f}{k_i}|X|^2 .
\label{eq:xcs}
\end{equation}

\subsection{A case that can be integrated}

Choose an $s$ orbital and three $p$ orbitals,
\begin{equation}
a=N e^{-\alpha r^2},\quad N=\left(\frac{2\alpha}{\pi}\right)^{3/4},\qquad
b_j=2\sqrt\alpha\,r_j\,a .
\end{equation}
They are orthogonal by parity. They serve as model orbitals: their products are not exact eigenstates of a target with Coulomb repulsion, so the cross sections below belong to the model and not to a particular atom. The three values of $j$ make $X$ a vector, and $|X|^2$ now includes the sum over $j$. Since $r_je^{i\mathbf k_i\cdot\mathbf r}=-i\,\partial e^{i\mathbf k_i\cdot\mathbf r}/\partial k_{i,j}$, it is enough to find the integral with $a$ in place of $b$, and then apply $-2i\sqrt\alpha\,\nabla_{k_i}$.

Two Fourier formulas are needed:
\begin{align}
\frac1{r_{01}}&=\frac1{2\pi^2}\int\frac{d^3p}{p^2}e^{i\mathbf p\cdot(\mathbf r_1-\mathbf r_0)},\\
\tilde a(\mathbf s)&=\int a\,e^{i\mathbf s\cdot\mathbf r}d^3r
=N\left(\frac{\pi}{\alpha}\right)^{3/2}e^{-s^2/4\alpha}.
\end{align}
The plane-wave part of $\phi_f$ gives the product $\tilde a(\mathbf k_f-\mathbf p)\,\tilde a(\mathbf k_i-\mathbf p)$, hence
\begin{equation}
I=\frac{1}{2\pi^2}\left(\frac{2\pi}{\alpha}\right)^{3/2}
e^{-(k_i^2+k_f^2)/4\alpha}\int\frac{d^3p}{p^2}
e^{-p^2/2\alpha+\mathbf p\cdot\mathbf K/2\alpha}.
\label{eq:I}
\end{equation}
To do the integral, write $e^{-\beta p^2}/p^2=\int_\beta^\infty e^{-sp^2}ds$, integrate over $\mathbf p$, and set $s=\beta/t^2$:
\begin{equation}
\int\frac{d^3p}{p^2}e^{-\beta p^2+\mathbf p\cdot\mathbf c}
=\frac{2\pi^{3/2}}{\sqrt\beta}F\!\left(\frac{c^2}{4\beta}\right),\qquad
F(x)=\int_0^1e^{xt^2}dt .
\label{eq:gauss}
\end{equation}
With $\beta=1/2\alpha$ and $\mathbf c=\mathbf K/2\alpha$, the prefactor of $I$ becomes $4\pi/\alpha$ and the argument of $F$ is $K^2/8\alpha$.

The subtracted part of $\phi_f$ contains $\tilde a(\mathbf k_f)$ and the transform of $a^2$, which is $e^{-p^2/8\alpha}$. Now $\beta=3/8\alpha$ and $\mathbf c=\mathbf k_i/2\alpha$, so the argument is $k_i^2/6\alpha$ and the prefactor is $8\pi/(\sqrt3\,\alpha)$. Together,
\begin{equation}
X=-2i\sqrt\alpha\,\nabla_{k_i}\left\{\frac{4\pi}{\alpha}
e^{-(k_i^2+k_f^2)/4\alpha}
\left[F\!\left(\frac{K^2}{8\alpha}\right)-\frac{2}{\sqrt3}
F\!\left(\frac{k_i^2}{6\alpha}\right)\right]\right\},
\label{eq:X}
\end{equation}
with $\mathbf k_f$ held fixed in the gradient. This is not zero in general, and the triplet is excited.

\subsection{Fast electrons}

For large $x$, $F(x)\simeq e^x/2x$. Since $K^2+q^2=2k_i^2+2k_f^2$, the first term in the braces of (\ref{eq:X}) tends to $(16\pi/K^2)e^{-q^2/8\alpha}$. The second is exponentially small. At fixed $q$, $K^2\simeq4k_i^2$, and the leading gradient acts on the exponential:
\begin{equation}
X\simeq\frac{2\pi i\,\mathbf q}{\sqrt\alpha\,k_i^2}e^{-q^2/8\alpha}.
\end{equation}
The factor $1/k_i^2$ has a direct meaning. The exponential in (\ref{eq:I}) is largest at $\mathbf p=\mathbf K/2$, so the Coulomb force must transfer a momentum close to $k_i$, even when $q$ is small.

From $q^2=k_i^2+k_f^2-2k_ik_f\cos\theta$ one has $d\Omega=2\pi q\,dq/(k_ik_f)$ after the azimuthal integration. Equation (\ref{eq:xcs}) then gives
\begin{equation}
\sigma_T\simeq\frac{3\pi}{\alpha k_i^6}\int_0^\infty q^3e^{-q^2/4\alpha}dq
=\frac{24\pi\alpha}{k_i^6},
\label{eq:limit}
\end{equation}
because the integral is $8\alpha^2$. The cross section falls as $E^{-3}$.

For the singlet, the same differentiation gives $\rho_j=iq_je^{-q^2/8\alpha}/(2\sqrt\alpha)$. With $D_+$ alone in (\ref{eq:cs}), so that exchange is left out of the singlet cross section,
\begin{align}
\frac{d\sigma_S}{d\Omega}&=\frac{k_f}{k_i}\frac{2}{\alpha q^2}e^{-q^2/4\alpha},\\
\sigma_S&=\frac{2\pi}{\alpha k_i^2}\left[E_1\!\left(\frac{q_{\min}^2}{4\alpha}\right)
-E_1\!\left(\frac{q_{\max}^2}{4\alpha}\right)\right],
\end{align}
where $E_1(y)=\int_y^\infty e^{-t}dt/t$, $q_{\min}=k_i-k_f$ and $q_{\max}=k_i+k_f$. At high energy $q_{\min}$ tends to zero as $1/k_i$, so $\sigma_S$ falls as $(\ln E)/E$.

\subsection{Numbers}

Take an rms radius of 1~\AA{} for orbital $a$. Since $\langle r^2\rangle=3/4\alpha$, this means $\alpha=0.75$~\AA$^{-2}$. The triplet threshold is set to 5~eV. The singlet lies higher by $2J$, where $J$ is the exchange integral of $a$ and $b_j$ and both states use the same orbitals:
\begin{equation}
J=\frac1{2\pi^2}\int\frac{d^3p}{p^2}|\rho_j(\mathbf p)|^2
=\frac{1}{24\pi^2\alpha}\int e^{-p^2/4\alpha}d^3p
=\frac{\sqrt\alpha}{3\sqrt\pi}.
\end{equation}
Here $p_j^2$ was replaced by its angular average $p^2/3$. The result is $J=2.345$~eV, a splitting of 4.69~eV and a singlet threshold of 9.69~eV.

The table gives $\sigma_T$ from (\ref{eq:X}), integrated over angle by Gauss--Legendre quadrature, and $\sigma_S$ from its closed form. The column $R$ is the triplet cross section with only the first $F$ kept, divided by the full one. It measures how much the subtraction in $\phi_f$ changes $X$; the further terms that a non-orthogonal wave would add to $G$ are not included. For each incident angular momentum $l$, conservation of probability limits the sum of all inelastic cross sections to $(2l+1)\pi/k_i^2$. The column $u$ is the largest fraction of this limit reached by any partial wave of $\sigma_T$, found by expanding $X$ in Legendre functions of the incident direction.

\begin{center}
\begin{tabular}{rcccc}
$E$ (eV) & $\sigma_T$ (\AA$^2$) & $\sigma_S$ (\AA$^2$) & $R$ & $u$\\
10 & 2.2 & 3.5 & 41 & 0.89\\
20 & 1.6 & 8.7 & 9.1 & 0.38\\
50 & 0.19 & 5.8 & 1.14 & 0.075\\
100 & 0.0167 & 3.74 & 1.00 & 0.006\\
200 & 0.00170 & 2.27 & 1.00 & 0.0006\\
400 & 0.000192 & 1.34 & 1.00 & 0.00007
\end{tabular}
\end{center}

At 10 and 20~eV the result depends strongly on the treatment of the final wave, and one partial wave takes up a large part of its limit. First order is not reliable there. At 50~eV $R$ still differs from 1 by 14\%, so that value of $\sigma_T$ is only a rough one. From 100~eV upward both warnings disappear for $\sigma_T$ taken by itself and for these Gaussian orbitals. A small $u$ is a necessary condition for first order to hold, not a proof that it does. For example, the loss of incoming electrons to the much stronger singlet excitation is not included in $\sigma_T$. In its fullest partial wave the direct singlet term takes 0.91 of the limit at 10~eV, 1.14 at 20~eV, 0.47 at 50~eV and 0.24 at 100~eV. The entry for $\sigma_S$ at 20~eV thus exceeds what conservation of probability allows, and at 100~eV the singlet still takes about a fifth of the limit in the partial wave that contributes most to $\sigma_T$.

At 100~eV, $k_i=5.123$~\AA$^{-1}$. With lengths in \AA, (\ref{eq:limit}) acquires a factor $1/a_0^2$, where $a_0=0.5292$~\AA{} is the Bohr radius:
\begin{equation}
\sigma_T\simeq\frac{24\pi(0.75)}{(0.5292)^2(5.123)^6}\ \text{\AA}^2=0.0112\ \text{\AA}^2 .
\end{equation}
The full expression (\ref{eq:X}) gives 0.0167~\AA$^2$, or $1.67\times10^{-18}$~cm$^2$, which is 1.5 times the limit. The excess over the limit shrinks to 2.0\% at 2000~eV and 1.0\% at 4000~eV, halving as the energy doubles. At 100~eV the triplet cross section is 0.45\% of the singlet one computed without exchange; first-order exchange would lower $\sigma_S$ there by about 4\%. It is small, but the direct Born term gives zero.

\section{The correct general statement}

\textbf{Statement.} Let the Hamiltonian be independent of spin. If the projectile is distinguishable from the target electrons, the amplitude from a singlet to a triplet target state is zero to all orders in the interaction. If the projectile is an electron, the whole singlet-to-triplet amplitude comes from exchange terms, which need not vanish.

\textbf{Proof.} Let $\mathbf S_T=\mathbf s_1+\mathbf s_2$ be the spin of the target electrons. It acts on spin coordinates alone, and $H$ contains none, so $[\mathbf S_T^2,H]=0$. The evolution operator $W$ is a function of $H$ and commutes with $\mathbf S_T^2$ as well. The eigenvalue of $\mathbf S_T^2$ is 0 in the singlet and 2 in the triplet, hence
\begin{equation}
0=\langle f|[\mathbf S_T^2,W]|i\rangle=(2-0)\langle f|W|i\rangle .
\end{equation}
Thus $\langle f|W|i\rangle=0$, with no expansion in $V$. This proves the first part.

For identical electrons, (\ref{eq:anti}) holds for the full $W$. Its first term is the one just shown to vanish. What is left is $-\langle(P_{01}+P_{02})f|W|i\rangle$, the exchange part. The argument above does not remove it: in $P_{01}f$ the triplet pair is (0,2), while in $i$ the singlet pair is (1,2), and these spin states overlap, as $c_{u0}=1/2$ shows. The conserved quantity is the spin of all three electrons. It is 1/2 at the start, and a triplet and a free electron can also combine to 1/2. The counter-example shows that the exchange part can differ from zero. $\square$

Higher Born orders and spin-independent distorting potentials therefore cannot repair a calculation that leaves out exchange. The first part also covers a positron that excites the target without capturing an electron: with spin-independent forces it cannot turn a singlet into a triplet.

A small model shows the theorem beyond first order. Three electrons move on a chain of five sites $x=0,\dots,4$, with hopping amplitude $-1$, site energy $-1$ on the first three sites, and pair repulsion $2/(1+|x-x'|)$. Two start as a singlet in one orbital on the first three sites, with amplitudes in the ratio $6:7:4$. The third starts spin up on the last two sites, with amplitudes 0.6 and 0.8. After a time 3, in units of the inverse hopping, one asks for the probability of an electron on the last two sites and a triplet pair on the first three. Numerical evolution under the full Hamiltonian gives zero when the outer electron is distinguishable and is the one found outside, and 0.33 when all three are identical. The second number is not a probability of excitation by the repulsion: electrons also change places by hopping, and with the repulsion switched off the probability is still 0.25. The model tests the spin rule, not the strength of a collision. If each electron also feels a spin-dependent energy $0.3x\sigma_z$, the distinguishable case gives 0.038. The zero thus depends on spin-independent forces.

\section{Where the rule fails}

Spin-orbit coupling in the target mixes singlet and triplet states. Let $w$ be its matrix element between the excited singlet and the triplet level of the same total angular momentum. For $w\ll2J$ the triplet level acquires a singlet weight $(w/2J)^2$, and the direct term reaches it through this part. With a chosen $w=0.05$~eV,
\begin{equation}
\left(\frac{0.05}{4.69}\right)^2=1.1\times10^{-4}.
\end{equation}

For unpolarized electrons this path does not interfere with triplet exchange. The direct term preserves the projectile spin and has the same sign for both spin directions. The spin-preserving exchange factor is $+1/2$ for spin up and, by the same calculation, $-1/2$ for spin down, so the cross terms cancel in the average.

The direct contribution is the singlet weight times $\sigma_S$ evaluated at the triplet threshold. At 100~eV it is $6.0\times10^{-4}$~\AA$^2$, or 3.6\% of the exchange cross section summed over all triplet levels. Because exchange falls much faster with energy, the two become equal near 400~eV for this coupling. The mixed level alone receives one third of the exchange cross section, so for that level the crossing lies near 250~eV. Above the crossing the direct term dominates, but only through the singlet part of a state that is no longer a pure triplet. Relativistic effects in the motion of the projectile are not computed; their scale $E/mc^2$ is $2\times10^{-4}$ at 100~eV.

\section{Electrons in an etching discharge}

In a capacitively coupled etching discharge, electrons released at an electrode are accelerated by the sheath. Their energy depends on the sheath voltage and often reaches several hundred electronvolts or more; 100~eV is chosen here as an example. Take also, as rough typical values, a gas at 20~mTorr and 400~K and a gap of 3~cm. The ideal-gas density is $n=4.83\times10^{14}$~cm$^{-3}$. If the model target filled the gap and the electron kept its energy, the mean number of triplet excitations per crossing would be
\begin{equation}
n\sigma_TL=(4.83\times10^{14})(1.67\times10^{-18})(3)=2.4\times10^{-3},
\end{equation}
against 0.54 for the singlet with exchange left out. Real electrons break the assumption of fixed energy, since they lose energy in collisions and do not all leave the sheath with the same energy. The triplet is sensitive to the energy: in the table, $\sigma_T$ is about 12 times larger at 50~eV than at 100~eV, although the value at 50~eV is only a rough one. Real targets also have orbitals with exponential tails and nuclear cusps, which the Gaussians lack; with $a\propto e^{-\zeta r}$ and $b_j\propto r_je^{-\zeta r}$, the same rms radius of $a$ and the same threshold, $\sigma_T$ at 100~eV is about 14\% lower and $R$ rises to 1.1, so $R=1.00$ in the table is a property of the Gaussian tails. No real target has been computed.

The bulk electrons are much slower. For a Maxwellian distribution at a rough typical temperature of 3~eV, 34\% of them have more than the 5~eV needed for the triplet. Nearly all of these have less than 20~eV. The table shows first order to be unreliable at 10 and 20~eV, and nothing here supports its use closer to threshold, so no bulk excitation rate is given. A calculation for that range must treat the interaction beyond first order and include exchange. Without exchange its triplet rate would be zero, as long as spin-dependent forces are neglected.
